# What a marker at the metal-scale interface says about oxide growth

To compute the growth rate of an oxide scale from defect energies, one must first decide which defect to treat. If the metal travels outward through the oxide, the calculation needs the formation and migration of cation defects. If oxygen travels inward, it needs those of oxygen defects. The parabolic rate constant does not settle the choice, as will be shown below. An inert marker can, provided that its final position is read the right way round.

## The belief and its appeal

Thin inert markers are laid on a bare metal, and the metal is oxidized. A cross-section then shows the markers at the boundary between metal and scale. The belief runs as follows. The markers were put on the metal surface and are still there, so they have not moved. The metal is being consumed at that same boundary, so the oxide must be forming there, and oxygen must have come in through the scale to form it.

Two things make this persuasive. Metal does disappear at the inner interface, whichever species crosses the scale. It is a short step from "metal is consumed here" to "oxide is formed here", but the two places can lie a whole scale thickness apart. The second is the word "immobile". A marker may be at rest relative to the interface, or at rest relative to the deep metal. These are different observations, and they lead to different conclusions.

## Where the new oxide appears

Take a metal M that forms a compact, adherent, planar oxide MO of thickness $X$. The markers neither react nor block transport, and the oxide has no pores, cracks or gas paths. Its volume expands only along the surface normal.

When cations and electrons move outward, they meet oxygen at the gas side:

$$
\mathrm{M^{2+}}+2e^-+\tfrac12\mathrm{O_2}\rightarrow \mathrm{MO}.
$$

The new oxide lies above the marker. When oxygen ions move inward, they meet the metal at the inner interface:

$$
\mathrm{M}+\mathrm{O^{2-}}\rightarrow \mathrm{MO}+2e^-.
$$

The new oxide now lies below the marker, which is lifted away from the metal.

Let $f$ be the share of new oxide made by outward cation transport. Assume that $f$ is constant in time and the same at every depth. The cation flux is then also the same at every depth, so no oxide is created or destroyed inside the scale, and a marker keeps its place in the surrounding oxide. The oxide thickness $x_m$ between metal and marker grows by the inward share alone:

$$
\frac{dx_m}{dt}=(1-f)\frac{dX}{dt}.
$$

On bare metal $x_m=0$ when $X=0$, so integration gives

$$
x_m=(1-f)X .
$$

Pure cation transport, $f=1$, gives $x_m=0$: the marker is at the metal-scale interface. Pure oxygen transport, $f=0$, gives $x_m=X$: the marker is at the outer surface. The belief has the two cases exchanged.

The starting condition matters. If the marker is laid on an existing oxide of thickness $X_0$, integration from $x_m=X=X_0$ gives $x_m=X_0+(1-f)(X-X_0)$. Even pure cation growth then leaves the old oxide between marker and metal.

## At rest relative to what?

Now let the deep metal be at rest, and measure the height $z$ outward from the original surface. Let $\Phi$ be the volume of oxide formed per volume of metal consumed. If a metal layer of thickness $h$ is consumed over an area $A$, the oxide volume is $AX=\Phi Ah$, so

$$
h=\frac{X}{\Phi}.
$$

Assume that vacancies arriving at the metal are annihilated at the interface and that the scale follows the receding metal without a gap. The interface is then at $z=-X/\Phi$, and the outer surface is higher by $X$, at $z=X(1-1/\Phi)$. The marker is higher than the interface by $x_m$:

$$
z_m=-\frac{X}{\Phi}+(1-f)X
   =X\left(1-f-\frac1\Phi\right).
$$

For pure cation growth $z_m=-X/\Phi$. The marker remains at the interface, but the interface sinks and carries the marker with it. The statement that a marker "stays there" is therefore true of the metal-scale interface and false of the original plane in space.

A marker that really is at rest relative to the deep metal has $z_m=0$, which requires

$$
f=1-\frac1\Phi,\qquad 1-f=\frac1\Phi .
$$

For $\Phi>1$ this is mixed growth with an inward share $1/\Phi$. Here is the grain of truth in the belief: rest in space does imply some inward oxygen transport. But such a marker lies inside the scale, at $x_m=X/\Phi$, and not at the interface. For $\Phi<1$ no share between 0 and 1 keeps the marker at rest in space.

## Why the growth rate cannot replace the marker

Let $x$ run outward from the metal-scale interface, and let $c$ be the number of MO units per volume. Each ion drifts down the gradient of its electrochemical potential $\eta$:

$$
J_i=-\frac{D_i c}{kT}\frac{d\eta_i}{dx},
$$

where $D_i$ is the uncorrelated self-diffusion coefficient. A tracer coefficient is smaller by the correlation factor, 0.78 for vacancies on an fcc sublattice. If electrons are very mobile, a negligible gradient of $\eta_e$ carries the electron current needed. Local equilibrium relates the ions to the neutral components:

$$
\mu_{\rm M}=\eta_{\rm M^{2+}}+2\eta_e,\qquad
\eta_{\rm O^{2-}}=\mu_{\rm O}+2\eta_e .
$$

With $d\eta_e\approx0$, the ionic gradients equal $d\mu_{\rm M}/dx$ and $d\mu_{\rm O}/dx$. For a nearly stoichiometric oxide at fixed temperature and pressure, the Gibbs-Duhem relation is $d\mu_{\rm M}+d\mu_{\rm O}=0$. With $d\mu_{\rm O}=kT\,d\ln a$, where $a$ is the activity of atomic oxygen, proportional to $p_{\mathrm{O_2}}^{1/2}$, the fluxes become

$$
J_{\rm M}=cD_{\rm M}\frac{d\ln a}{dx},\qquad
J_{\rm O}=-cD_{\rm O}\frac{d\ln a}{dx}.
$$

The activity rises toward the gas, so $J_{\rm M}$ is positive (outward) and $J_{\rm O}$ negative (inward). Each cation that crosses outward and each oxygen that crosses inward adds one MO unit of volume $1/c$. Hence

$$
\frac{dX}{dt}=\frac{J_{\rm M}-J_{\rm O}}{c}
=(D_{\rm M}+D_{\rm O})\frac{d\ln a}{dx}.
$$

At nearly fixed composition, metal and oxygen must accumulate equally at any depth, so $dJ_{\rm M}/dx=dJ_{\rm O}/dx$. The difference $J_{\rm M}-J_{\rm O}$ is therefore independent of $x$, and so is the right-hand side above. Integrating from $x=0$ to $X$ gives

$$
X\frac{dX}{dt}=K,\qquad
K=\int_{a_{\rm in}}^{a_{\rm out}}(D_{\rm M}+D_{\rm O})\,d\ln a .
$$

Local equilibrium at the two interfaces fixes the limits, so $K$ is constant. Since $X\,dX=d(X^2)/2$, a start from $X=0$ gives $X^2=2Kt$.

The rate contains the sum of the diffusivities. If $D_{\rm M}$ and $D_{\rm O}$ differ, interchanging them leaves $X(t)$ unchanged but moves the marker, because $f=D_{\rm M}/(D_{\rm M}+D_{\rm O})$. This also shows what a uniform $f$ requires under local equilibrium: the ratio $D_{\rm O}/D_{\rm M}$ must not vary through the scale. When oxygen transport is negligible everywhere, $f=1$ holds however strongly $D_{\rm M}$ varies.

## A scale grown by cation vacancies

Suppose that oxygen entering the oxide creates a doubly charged cation vacancy and two holes. Let $v$ and $p$ be their concentrations. Mass action gives $vp^2=ka$ with a constant $k$, and charge neutrality gives $p=2v$. Thus $4v^3=ka$, and $v\propto a^{1/3}$. For dilute vacancies of fixed mobility, $D_{\rm M}$ is proportional to $v$:

$$
D_{\rm M}=D_{\rm out}\left(\frac{a}{a_{\rm out}}\right)^{1/3}.
$$

With $D_{\rm O}=0$ and $y=a/a_{\rm out}$, so that $d\ln a=dy/y$,

$$
K=D_{\rm out}\int_{a_{\rm in}/a_{\rm out}}^{1}y^{-2/3}\,dy
=3D_{\rm out}\left[1-\left(\frac{a_{\rm in}}{a_{\rm out}}\right)^{1/3}\right].
$$

Take the model values $D_{\rm out}=0.001\ \mu\mathrm{m^2/s}$, $a_{\rm in}/a_{\rm out}=10^{-4}$, $\Phi=1.6$ and $t=36000$ s, which is ten hours. The cube root of the activity ratio is 0.0464, so

$$
K=3(0.001)(1-0.0464)=0.00286\ \mu\mathrm{m^2/s},
$$

$$
X=\sqrt{2(0.002861)(36000)}=14.35\ \mu\mathrm m .
$$

The metal consumed is $14.35/1.6=8.97\ \mu\mathrm m$ thick, and the outer surface stands $14.35-8.97=5.38\ \mu\mathrm m$ above the original plane.

For comparison, let the same total diffusivity be divided differently between the two species. All three scales below have the same thickness and the same growth law. This needs $D_{\rm O}\propto a^{1/3}$ as well, as for doubly charged oxygen interstitials. Oxygen vacancies in local equilibrium with the cation vacancies give $D_{\rm O}\propto a^{-1/3}$ instead. Then $f$ varies with depth, and at the same activity ratio an oxygen share of $K$ of 62.5% puts the marker at $0.59X$, and a share of 5% puts it at $0.12X$. Lengths are in micrometres.

| Growth | $f$ | Oxide below marker | Marker height $z_m$ |
|---|---:|---:|---:|
| cation | 1 | 0 | −8.97 |
| mixed | 0.375 | 8.97 | 0 |
| oxygen | 0 | 14.35 | 5.38 |

The first row refutes the belief. The marker at the interface belongs to the scale with no inward oxygen transport, and it has sunk by 8.97 μm. The marker at rest in space belongs to the second row, where oxygen makes 62.5% of the oxide. In the third row, where all the oxide is made by oxygen moving inward, the marker is 14.35 μm away from the metal.

The frame can be made visible with a plate oxidized equally on both faces. For pure cation growth, the distance between markers on opposite faces shrinks by $2\times8.97=17.9\ \mu\mathrm m$, although each marker remains at its interface.

## A check from individual hops

The growth law can be checked, and the marker rule illustrated, with individual hops. In a simulated column of metal and oxide layers, a cation vacancy starts at the gas side and an oxygen vacancy at the metal side. Each makes an unbiased random walk. The two kinds of vacancy feel no field and ignore each other, so the mixed column is not in the local equilibrium assumed above: both fluxes are uniform although the ratio of the vacancy concentrations varies strongly with depth. A return to the starting interface cancels the attempt, and a crossing adds one oxide layer in the place where that carrier forms it.

In a scale of $n$ layers, the vacancy starts one step from its origin and $n+1$ steps separate the two ends. The crossing probability of an unbiased walk is linear in the starting position, so it is $1/(n+1)$. On average $n+1$ attempts are needed for the next layer, and $N$ layers need

$$
\sum_{n=0}^{N-1}(n+1)=\frac{N(N+1)}2
$$

attempts. The simulation counts attempts and has no clock. If attempts start at a constant rate, independently of walks still under way, and at much less than one per hop time, the count measures time and growth is parabolic for large $N$.

For 80 layers the expected number is 3240. The simulated means are 3263, 3239 and 3242 for the cation, mixed and oxygen cases. They agree within the scatter, a standard error of about 92 for a mean of 20 runs, because both carriers were given the same walk. The ratio below carries a standard error of about 0.09. Doubling the thickness multiplies the number of attempts, and so the time at a constant attempt rate, by 3.89. The finite-layer formula gives $3240/820=3.95$, while linear growth would give 2.

The marker does distinguish the cases. Its position follows from where each crossing is made to add its layer, which is the rule itself, so this part checks the bookkeeping and not the rule. The simulated fraction of oxide below it is 0 for cation growth and 1 for oxygen growth. For mixed growth it is 0.646, against the predicted 0.625. With 20 runs of 80 layers, the standard error is $\sqrt{0.375\times0.625/1600}=0.012$, so the difference of 0.021 is 1.7 standard errors. The numerical output gives the remaining values.

## What an observed marker permits one to conclude

A microscope cannot show that the oxide below a marker has exactly zero thickness. If none is seen down to a thickness $\delta$, then $x_m\le\delta$, and

$$
1-f=\frac{x_m}{X}\le\frac{\delta}{X}.
$$

For $\delta=0.20\ \mu\mathrm m$ the bound is $0.20/14.35=1.4\%$. It is an upper limit on the inward share and not a measurement of it. For uniform $f$, cation transport then supplies at least 98.6% of $K$, and the rate calculation should begin with the cation defects. The marker does not show whether the cations move through the crystal or along grain boundaries. Defect energies of the perfect crystal give the growth rate only if transport through the crystal dominates.

The inference fails when its assumptions fail. Gas entering through cracks can form oxide beneath a marker without any oxygen diffusing through the lattice, so a buried marker may be misread as evidence for such diffusion. If vacancies collect as pores within the metal, the interface need not recede by $X/\Phi$, and the heights in the table no longer apply. If the scale detaches, the solid path for cations is cut. If $f$ varies with depth, the cation flux varies too, and oxide is created or destroyed inside the scale. The marker then reports the share only at its own depth: a marker at the metal does not exclude oxygen transport farther out. A cross-section should therefore be examined for pores, gaps and a separate inner layer before the marker is used to choose the defect.

## Calculated quantities

```
INPUTS (model parameters)
cation diffusivity at gas side: 0.0010 um^2/s
oxygen activity ratio, inner/outer: 1.0e-04
oxide/metal volume ratio PHI: 1.60
oxidation time: 36000 s
smallest resolved oxide thickness: 0.20 um
GROWTH
activity exponent from mass action: 0.333333
inner/outer cation diffusivity: 0.04642
rate constant K: 0.002861 um^2/s
scale thickness X: 14.352 um
metal thickness consumed: 8.970 um
outer surface height: 5.382 um
time from numerical fluxes: 36000.000 s
MARKERS (equal scale thickness; height from original surface)
pure cation: cation share f = 1.000
  oxide below marker: 0.000 um
  marker height: -8.970 um
  simulated oxide below marker / X: 0.0000
  simulated marker height / X: -0.6250
  simulated mean attempts: 3263
marker at rest: cation share f = 0.375
  oxide below marker: 8.970 um
  marker height: 0.000 um
  simulated oxide below marker / X: 0.6456
  simulated marker height / X: 0.0206
  simulated mean attempts: 3239
pure oxygen: cation share f = 0.000
  oxide below marker: 14.352 um
  marker height: 5.382 um
  simulated oxide below marker / X: 1.0000
  simulated marker height / X: 0.3750
  simulated mean attempts: 3242
HOPPING SIMULATION
oxide layers per run: 80; runs per case: 20
expected attempts: 3240
time ratio for doubled thickness: 3.893
READING AN INTERFACE MARKER
upper limit of inward share: 1.39 percent
```
